# Kato's Singlet Cusp and the Convergence of Correlation Energies: a numerical check

```python
"""Electron-electron cusp and the convergence of the correlation energy.

Result under test (Hartree atomic units):
  singlet pair:  Psi = Psi(r12=0) * (1 + r12/2) + O(r12^2)
  second-order energy of the two-electron atom, increment from orbital
  products of angular momentum l:  e_l -> -(45/256) (l+1/2)^-4 ;
  with phi0*r12/2 included explicitly the increments left fall as l^-8.
Symbols: r12 electron distance; s=r1+r2, t=r1-r2, u=r12; phi0=exp(-Z s)
hydrogenic product; l orbital angular momentum; L highest l in the basis;
X cardinal number of a correlation-consistent basis (D=2, T=3, Q=4, 5).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, solve_triangular
from scipy.special import eval_genlaguerre, eval_jacobi, eval_legendre
from pyscf import gto, scf, mp, cc

HARTREE_J = const.physical_constants["Hartree energy"][0]
KJMOL = HARTREE_J * const.N_A / 1000.0
BOHR_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10


# ---- relative motion of a pair in a harmonic well, by collocation ----
def relative_cusp(lam, well=0.5, length=14.0, n=48):
    """Slope/value of the radial factor after r^lam is divided out."""
    k = np.arange(n + 1)
    x = np.cos(np.pi * k / n)
    c = np.where(k % n == 0, 2.0, 1.0) * (-1.0) ** k
    D = np.outer(c, 1 / c) / (x[:, None] - x + np.eye(n + 1))
    D -= np.diag(D.sum(axis=1))
    D *= -2 / length
    r = length * (1 - x) / 2
    D2 = D @ D
    q = r[1:-1]
    # radial function r*psi = r^lam * v, with v(0)=0
    H = (-D2[1:-1, 1:-1] - (2 * lam / q)[:, None] * D[1:-1, 1:-1]
         + np.diag(2 * lam / q**2 + 1 / q + well**2 * q**2 / 4))
    values, vectors = np.linalg.eig(H)
    v = np.zeros(n + 1)
    v[1:-1] = vectors[:, np.argmin(values.real)].real
    return (D2 @ v)[0] / (2 * (D @ v)[0])


cusps = [relative_cusp(lam) for lam in range(3)]
for lam, value in enumerate(cusps):
    assert abs(value - 1 / (2 * (lam + 1))) < 1e-4


# ---- two-electron atom in the coordinates s, t, u ----
def powers_up_to(n, only_even_u=False):
    return [(i, 2 * j, k) for j in range(n // 2 + 1)
            for k in range(n - 2 * j + 1) for i in range(n - 2 * j - k + 1)
            if not (only_even_u and k % 2)]


def atom_matrices(powers, zeta, Z):
    """One-electron part, repulsion, and map to monomial coefficients."""
    x, wx = np.polynomial.laguerre.laggauss(20)
    y, wy = np.polynomial.legendre.leggauss(14)
    S, A, B = [g.ravel() for g in np.meshgrid(
        x / (2 * zeta), (y + 1) / 2, (y + 1) / 2, indexing="ij")]
    w = np.einsum("i,j,k->ijk", wx / (2 * zeta), wy / 2, wy / 2).ravel()
    U = S * A
    T = U * B
    w = w * S * U

    def monomials(ds=0, dt=0, du=0):
        cols = []
        for i, j, k in powers:
            f = (i if ds else 1) * (j if dt else 1) * (k if du else 1)
            cols.append(f * S**max(i - ds, 0) * T**max(j - dt, 0)
                        * U**max(k - du, 0))
        return np.array(cols).T

    P = monomials()
    volume = w * U * (S**2 - T**2)
    R = np.linalg.qr(np.sqrt(volume)[:, None] * P, mode="r")

    def orthonormal(M):
        return solve_triangular(R, M.T, trans="T").T

    Fs = orthonormal(monomials(ds=1) - zeta * P)
    Ft = orthonormal(monomials(dt=1))
    Fu = orthonormal(monomials(du=1))
    F = orthonormal(P)

    def form(a, weight, b):
        return a.T @ (weight[:, None] * b)

    cross = (form(Fu, w * S * (U**2 - T**2), Fs)
             + form(Fu, w * T * (S**2 - U**2), Ft))
    one = (form(Fs, volume, Fs) + form(Ft, volume, Ft)
           + form(Fu, volume, Fu) + cross + cross.T
           - 4 * Z * form(F, w * S * U, F))
    repulsion = form(F, w * (S**2 - T**2), F)
    return one, repulsion, R


def helium(powers):
    one, rep, R = atom_matrices(powers, 2.0, 2.0)
    e, c = eigh(one + rep)
    return e[0], solve_triangular(R, c[:, 0])


full = powers_up_to(8)
even = powers_up_to(8, only_even_u=True)
small = powers_up_to(4)
e_ref, coef = helium(full)
e_ref7 = helium(powers_up_to(7))[0]
err_even = helium(even)[0] - e_ref
err_even_u = helium(even + [(0, 0, 1)])[0] - e_ref
err_small = helium(small)[0] - e_ref
assert abs(e_ref7 - e_ref) < 1e-5
assert err_even > 3 * err_even_u > 0
assert err_even > 5 * err_small > 0


def coalescence(r, u_power):
    return sum(c * (2 * r)**i for c, (i, j, k) in zip(coef, full)
               if j == 0 and k == u_power) * np.exp(-4 * r)


ratio_half = coalescence(0.5, 1) / coalescence(0.5, 0)
ratio_one = coalescence(1.0, 1) / coalescence(1.0, 0)
r = np.linspace(0, 8, 4001)
on_top, slope = coalescence(r, 0), coalescence(r, 1)
ratio_mean = np.sum(on_top * slope * r**2) / np.sum(on_top**2 * r**2)
# a variational function meets a pointwise condition only approximately
assert abs(ratio_mean - 0.5) < 0.01
assert abs(ratio_half - 0.5) < 0.03 and abs(ratio_one - 0.5) < 0.03

one, rep, _ = atom_matrices(full, 1.0, 1.0)
levels, states = eigh(one)
coupling = states.T @ rep @ states[:, 0]
e2_r12 = -np.sum(coupling[1:]**2 / (levels[1:] - levels[0]))
assert abs(levels[0] + 1) < 1e-9 and abs(coupling[0] - 5 / 8) < 1e-9

# ---- Legendre expansion of r12, by projection ----
y, wy = np.polynomial.legendre.leggauss(200)
for l in range(6):
    a, b = 0.6, 1.0
    direct = (2*l + 1) / 2 * np.sum(
        wy * eval_legendre(l, y) * np.sqrt(a*a + b*b - 2*a*b*y))
    formula = a**(l+2) / ((2*l+3) * b**(l+1)) - a**l / ((2*l-1) * b**(l-1))
    assert abs(direct - formula) < 1e-10


# ---- second-order energy, one angular momentum at a time ----
def partial_wave(l, amplitude=0.5):
    """Increment e_l, and error left by amplitude*r12*phi0 alone in wave l."""
    x, wx = np.polynomial.laguerre.laggauss(24)
    y, wy = np.polynomial.legendre.leggauss(48)
    X, T = [g.ravel() for g in np.meshgrid(x, (y + 1) / 2, indexing="ij")]
    R = X / (2 * (1 + T))            # larger radius; T = smaller/larger
    W = (np.outer(wx, wy / 2).ravel() / (2 * (1 + T))
         * 32 * R**5 * T**2 / (2 * l + 1))
    val, d_R, d_T = [], [], []
    beta = 2 * l + 2
    for p in range(11):
        g = eval_genlaguerre(p, 5, 4 * R)
        dg = -4 * eval_genlaguerre(p - 1, 6, 4 * R) if p else 0 * R
        for q in range(9):
            h = eval_jacobi(q, 0, beta, 2 * T - 1)
            dh = ((q + beta + 1) * eval_jacobi(q - 1, 1, beta + 1, 2 * T - 1)
                  if q else 0 * T)
            val.append(T**l * h * g)
            d_R.append(T**l * h * dg)
            d_T.append((l * T**(l - 1.0) * h + T**l * dh) * g)
    # last column: component l of amplitude * r12
    f = amplitude * (T**(l + 2) / (2*l + 3) - T**l / (2*l - 1))
    df = amplitude * ((l + 2) * T**(l + 1) / (2*l + 3)
                      - l * T**(l - 1.0) / (2*l - 1))
    val = np.array(val + [R * f]).T
    d_R = np.array(d_R + [f]).T
    d_T = np.array(d_T + [R * df]).T
    inner = d_T / R[:, None]
    outer = d_R - T[:, None] * inner
    centrifugal = l * (l + 1) * W * (1 + 1 / T**2) / R**2
    A = 0.5 * (outer.T @ (W[:, None] * outer) + inner.T @ (W[:, None] * inner)
               + val.T @ (centrifugal[:, None] * val))
    pull = val.T @ (W * (T**l / R - (5 / 8 if l == 0 else 0)))
    scale = 1 / np.sqrt(np.sum(W[:, None] * val[:, :-1]**2, axis=0))
    lam, vec = eigh(A[:-1, :-1] * np.outer(scale, scale))
    keep = lam > 1e-13 * lam[-1]

    def inverse_form(b):
        return np.sum((vec.T @ (scale * b))[keep]**2 / lam[keep])

    return -inverse_form(pull[:-1]), inverse_form(A[:-1, -1] + pull[:-1])


LMAX = 12
waves = [partial_wave(l) for l in range(LMAX + 1)]
e_l = np.array([w[0] for w in waves])
left_l = np.array([w[1] for w in waves])
C = 45 / 256
scaled_12 = -e_l[12] * 12.5**4
slope_orb = np.log(e_l[12] / e_l[8]) / np.log(12.5 / 8.5)
slope_r12 = np.log(left_l[12] / left_l[8]) / np.log(12.5 / 8.5)
wrong = partial_wave(12, amplitude=0.4)[1] / abs(e_l[12])
assert abs(scaled_12 / C - 1) < 0.02
assert abs(slope_orb + 4) < 0.1 and abs(slope_r12 + 8) < 0.5
assert 0.03 < wrong < 0.05           # (0.1/0.5)^2 = 0.04 at large l
e2_waves = e_l.sum() - C / 3 / (LMAX + 1)**3
assert abs(e2_waves - e2_r12) < 5e-6
tail_orb = {L: e_l[:L + 1].sum() - e2_r12 for L in (2, 3, 4)}
beyond = left_l[12] * 12.5**8 / (7 * 13.0**7)
tail_r12 = {L: left_l[L + 1:].sum() + beyond for L in (2, 3, 4)}
equal_L = (C / 3 / tail_r12[2])**(1 / 3) - 1


# ---- basis error in a barrier: H + H2 at fixed geometries ----
def energies(points, basis, coupled=False, element="H"):
    mol = gto.M(atom=[(element, p) for p in points], basis=basis,
                spin=len(points) % 2 if element == "H" else 0, verbose=0)
    mf = scf.UHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    if mol.nelectron == 1:
        return np.array([mf.e_tot, 0.0])
    solver = cc.UCCSD(mf) if coupled else mp.UMP2(mf)
    solver.kernel()
    if coupled:
        assert solver.converged
    return np.array([mf.e_tot, solver.e_corr])


GAP, BOND = 0.93, 0.74               # chosen distances, angstrom


def saddle(stretch=0.0, along=0.0, across=0.0):
    d = GAP + stretch
    return [(0, 0, -d), (across, 0, along), (0, 0, d)]


def molecule(stretch=0.0):
    return [(0, 0, 0), (0, 0, BOND + stretch)]


bases = {2: "cc-pvdz", 3: "cc-pvtz", 4: "cc-pvqz"}
h3 = {X: energies(saddle(), b) for X, b in bases.items()}
h2 = {X: energies(molecule(), b) for X, b in bases.items()}
h1 = {X: energies([(0, 0, 0)], b) for X, b in bases.items()}
barrier = {X: h3[X] - h2[X] - h1[X] for X in bases}


def limit(c3, c4):
    return (64 * c4 - 27 * c3) / 37


rest_barrier = barrier[4][1] - limit(barrier[3][1], barrier[4][1])
rest_total = h3[4][1] - limit(h3[3][1], h3[4][1])
assert (abs(barrier[4][1] - barrier[3][1])
        < 0.6 * abs(h3[4][1] - h3[3][1]))

# does the X^-3 law foresee the next basis? helium atom, MP2
he = {X: energies([(0, 0, 0)], b, element="He")[1]
      for X, b in {3: "cc-pvtz", 4: "cc-pvqz", 5: "cc-pv5z"}.items()}
he_limit = limit(he[3], he[4])
he5_foreseen = he_limit + (he[4] - he_limit) * 64 / 125
assert abs(he5_foreseen - he[5]) < 0.3 * abs(he[5] - he[4])

method_shift = (energies(saddle(), "cc-pvtz", True)[1]
                - energies(molecule(), "cc-pvtz", True)[1] - barrier[3][1])

# harmonic curvatures with UMP2/cc-pVTZ
step = 0.03
step_au = step / BOHR_ANGSTROM
mass = const.m_p / const.m_e + 1


def curvature(make, **unit):
    plus = energies(make(**{k: step for k in unit}), "cc-pvtz").sum()
    minus = energies(make(**{k: -step for k in unit}), "cc-pvtz").sum()
    centre = (h3 if make is saddle else h2)[3].sum()
    return (plus + minus - 2 * centre) / step_au**2


k_h2 = curvature(molecule, stretch=1)
k_sym = curvature(saddle, stretch=1)
k_bend = curvature(saddle, across=1)
k_reaction = curvature(saddle, along=1)
assert k_reaction < 0 < min(k_h2, k_sym, k_bend)
zero_point = 0.5 * (np.sqrt(k_sym / (2 * mass))
                    + 2 * np.sqrt(k_bend / (2 * mass / 3))
                    - np.sqrt(k_h2 / (mass / 2)))
temperature = 900.0
kT = const.k * temperature / HARTREE_J
omega = np.sqrt(-k_reaction / (2 * mass / 3))
wigner = 1 + (omega / kT)**2 / 24

print("PAIR IN HARMONIC WELL: slope/value at contact, 1/bohr")
for lam, value in enumerate(cusps):
    print(f"  relative angular momentum {lam}: {value:.5f}")
print("HELIUM ATOM, variational, exponent 2.0 1/bohr")
print(f"  energy, {len(full)} functions: {e_ref:.7f} hartree")
print(f"  change from next smaller basis: {(e_ref7-e_ref)*1e6:.3f} microhartree")
print(f"  cusp ratio at r=0.5 bohr: {ratio_half:.4f} 1/bohr")
print(f"  cusp ratio at r=1.0 bohr: {ratio_one:.4f} 1/bohr")
print(f"  cusp ratio, density-weighted: {ratio_mean:.4f} 1/bohr")
print(f"  error, even r12 powers, {len(even)} functions: {err_even*1e3:.4f} mhartree")
print(f"  error, same + one linear r12 function: {err_even_u*1e3:.4f} mhartree")
print(f"  error, all r12 powers, {len(small)} functions: {err_small*1e3:.4f} mhartree")
print("SECOND-ORDER TWO-ELECTRON ATOM")
print(f"  energy from r12 coordinates: {e2_r12:.7f} hartree")
print(f"  energy from partial waves + tail: {e2_waves:.7f} hartree")
for l in (0, 1, 2, 3, 4, 8, 12):
    extra = f"; left with r12: {left_l[l]*1e6:.5f}" if l else ""
    print(f"  l={l}: e_l {e_l[l]*1e6:.3f}{extra} microhartree")
print(f"  -e_l (l+1/2)^4 at l=12: {scaled_12:.5f}; limit {C:.5f} hartree")
print(f"  power of l+1/2, orbitals only: {slope_orb:.3f}")
print(f"  power of l+1/2, r12 explicit: {slope_r12:.3f}")
print(f"  amplitude 0.4, l=12: fraction of |e_l| left {wrong:.4f}")
for L in (2, 3, 4):
    print(f"  L={L}: error orbitals {tail_orb[L]*1e3:.4f}, "
          f"with r12 {tail_r12[L]*1e3:.6f} mhartree")
print(f"  L=3 errors: {tail_orb[3]*KJMOL:.3f} and {tail_r12[3]*KJMOL:.5f} kJ/mol")
print(f"  L for orbitals to match r12 at L=2: {equal_L:.1f}")
print("H + H2 BARRIER, UMP2, fixed geometry")
print(f"  H-H at saddle {GAP} angstrom, in H2 {BOND} angstrom")
for X, b in bases.items():
    print(f"  {b}: UHF {barrier[X][0]*KJMOL:.2f}, correlation "
          f"{barrier[X][1]*KJMOL:.2f}, sum {barrier[X].sum()*KJMOL:.2f} kJ/mol")
print(f"  cc-pVQZ correlation error left, H3 total: {rest_total*KJMOL:.2f} kJ/mol")
print(f"  cc-pVQZ correlation error left, barrier: {rest_barrier*KJMOL:.2f} kJ/mol")
print(f"  rate factor of that error at {temperature:.0f} K: "
      f"{np.exp(abs(rest_barrier)/kT):.3f}")
print(f"  He MP2 cc-pV5Z: foreseen {he5_foreseen*1e3:.3f}, "
      f"computed {he[5]*1e3:.3f} mhartree")
print(f"  UCCSD minus UMP2 barrier, cc-pVTZ: {method_shift*KJMOL:.2f} kJ/mol")
print(f"  harmonic zero-point change: {zero_point*KJMOL:.2f} kJ/mol")
print(f"  Wigner tunnelling factor at {temperature:.0f} K: {wigner:.2f}")
print("all good")
```

Output:

```
PAIR IN HARMONIC WELL: slope/value at contact, 1/bohr
  relative angular momentum 0: 0.50000
  relative angular momentum 1: 0.25000
  relative angular momentum 2: 0.16667
HELIUM ATOM, variational, exponent 2.0 1/bohr
  energy, 95 functions: -2.9037241 hartree
  change from next smaller basis: 0.330 microhartree
  cusp ratio at r=0.5 bohr: 0.4987 1/bohr
  cusp ratio at r=1.0 bohr: 0.4997 1/bohr
  cusp ratio, density-weighted: 0.4914 1/bohr
  error, even r12 powers, 55 functions: 1.5260 mhartree
  error, same + one linear r12 function: 0.0268 mhartree
  error, all r12 powers, 22 functions: 0.0106 mhartree
SECOND-ORDER TWO-ELECTRON ATOM
  energy from r12 coordinates: -0.1576650 hartree
  energy from partial waves + tail: -0.1576666 hartree
  l=0: e_l -125333.831 microhartree
  l=1: e_l -26495.160; left with r12: 39212.33512 microhartree
  l=2: e_l -3906.134; left with r12: 482.10245 microhartree
  l=3: e_l -1077.729; left with r12: 34.43751 microhartree
  l=4: e_l -406.098; left with r12: 4.85849 microhartree
  l=8: e_l -33.120; left with r12: 0.03286 microhartree
  l=12: e_l -7.144; left with r12: 0.00154 microhartree
  -e_l (l+1/2)^4 at l=12: 0.17441; limit 0.17578 hartree
  power of l+1/2, orbitals only: -3.977
  power of l+1/2, r12 explicit: -7.933
  amplitude 0.4, l=12: fraction of |e_l| left 0.0363
  L=2: error orbitals 1.9299, with r12 0.040728 mhartree
  L=3: error orbitals 0.8522, with r12 0.006291 mhartree
  L=4: error orbitals 0.4461, with r12 0.001432 mhartree
  L=3 errors: 2.237 and 0.01652 kJ/mol
  L for orbitals to match r12 at L=2: 10.3
H + H2 BARRIER, UMP2, fixed geometry
  H-H at saddle 0.93 angstrom, in H2 0.74 angstrom
  cc-pvdz: UHF 70.74, correlation -15.52, sum 55.22 kJ/mol
  cc-pvtz: UHF 73.51, correlation -17.95, sum 55.56 kJ/mol
  cc-pvqz: UHF 73.71, correlation -18.92, sum 54.80 kJ/mol
  cc-pVQZ correlation error left, H3 total: 3.46 kJ/mol
  cc-pVQZ correlation error left, barrier: 0.71 kJ/mol
  rate factor of that error at 900 K: 1.099
  He MP2 cc-pV5Z: foreseen -36.311, computed -36.407 mhartree
  UCCSD minus UMP2 barrier, cc-pVTZ: -12.49 kJ/mol
  harmonic zero-point change: -2.47 kJ/mol
  Wigner tunnelling factor at 900 K: 1.49
all good
```
